Small-polaron hopping mobility in the nonadiabatic and adiabatic limits, part 2

A single carrier on a lattice of identical sites, with spacing a, distorts the lattice around its site and forms a small polaron. We seek its mobility μ when it moves by thermally activated hops. Weak transfer between sites has been treated; strong transfer follows.

Units have ħ = 1, e is the elementary charge and kT the thermal energy. Alone, k is the rate of hopping to one given neighbour. The lattice moves classically, with mass-weighted displacements x_i and vibrational frequency ω₀. Each site has elastic energy ½ω₀²x_i², and a carrier there has the level −Ax_i. The transfer energy J > 0 couples neighbouring sites by −J. Distortions of neighbouring sites do not overlap, so the polaron binding energy E_p obeys A² = 2E_pω₀². A narrow band of frequencies, with root-mean-square spread δ_r, removes energy after a hop.

For small fields and independent hops,

μ = ea²k/kT.

The weak-transfer (nonadiabatic) results are

k_na = J² √[π/(2E_p kT)] exp(−E_p/2kT),

μ_na = (ea²J²/kT) √[π/(2E_p kT)] exp(−E_p/2kT).

The first-order transfer probability, averaged over passages through equal site levels, is

κ = (πJ²/ω₀) √[π/(2E_p kT)].

Here k_na = 2κ(ω₀/2π) exp(−E_p/2kT), the 2 counting the outward and return passages. The crossover J_c is the J at which κ = 1. Well above it the carrier almost certainly follows the lower of the two coupled levels: adiabatic motion.

The example of part (e) has E_p = 0.5 eV, ω₀ = 0.03 eV, J = 0.003 eV, a = 4 Å and δ_r = 0.003 eV. At 300 K it gave μ_na = 5.89 × 10⁻⁷ cm²/(V s). The rate with quantum vibrations was 1.34 times the classical one at 300 K and 1.04 times at 600 K.

**(g) Find the lower energy surface of two coupled sites. What are its barrier and the vibration frequency in its wells?**

The sum x₁ + x₂ couples to the total occupation of the two sites, which is one. It oscillates about A/ω₀² without regard to where the carrier is. Only the difference matters for the hop, so write

x₁ = (A/2ω₀²)(1 + u), x₂ = (A/2ω₀²)(1 − u).

At J = 0, the values u = 1 and u = −1 are the relaxed lattices for a carrier on site 1 and on site 2. With A² = 2E_pω₀², the elastic energy is

½ω₀²(x₁² + x₂²) = (A²/4ω₀²)(1 + u²) = ½E_p(1 + u²).

The site levels are −Ax₁ = −E_p(1 + u) and −Ax₂ = −E_p(1 − u). They are coupled by −J. The lower eigenvalue of this two-by-two matrix is −E_p − √(E_p²u² + J²), and the surface is

E(u) = ½E_p(1 + u²) − E_p − √(E_p²u² + J²).

Its derivative is

E′(u) = E_p u[1 − E_p/√(E_p²u² + J²)].

For J < E_p there are two minima, where the root equals E_p, and a maximum between them:

u_m² = 1 − J²/E_p² at the minima, u = 0 at the maximum.

The energies at these points are

E(u_m) = ½E_p(2 − J²/E_p²) − 2E_p = −E_p − J²/(2E_p),

E(0) = −½E_p − J.

The barrier of the pair is the difference

Δ = E_p/2 − J + J²/(2E_p) = (E_p − J)²/(2E_p).

To first order in J it is lowered by J. At coincidence the two levels are equal, and the carrier gains the full energy J by spreading evenly over both sites. In a well the levels differ by about 2E_p, and the gain is of second order. At J = E_p the barrier vanishes, and for larger J the pair has one well. There is then no self-trapping on one site and no hop to describe.

For the frequency, the kinetic energy of u is needed:

½(ẋ₁² + ẋ₂²) = (A²/4ω₀⁴)u̇² = ½m u̇², m = E_p/ω₀².

The second derivative of the surface is

E″(u) = E_p − E_p²J²/(E_p²u² + J²)^(3/2).

At a minimum the root equals E_p, so E″ = E_p(1 − J²/E_p²). The well frequency is

ω_w = √(E″/m) = ω₀ √(1 − J²/E_p²).

**(h) Find the hopping rate and mobility for adiabatic motion to leading order in J. Which neglected term decides the accuracy?**

Assume thermal equilibrium in the starting well. Assume also that a carrier which has passed u = 0 gives up its excess energy to the rest of the lattice before it can return. The rate is then the one-way flux through u = 0. The mean one-way thermal speed of a particle of mass m is √(kT/2πm), hence

k = √(kT/2πm) exp[−E(0)/kT]/∫ du exp[−E(u)/kT], with the integral over u > 0.

For Δ ≫ kT the integral comes mainly from the bottom of the well. The harmonic approximation gives

∫ du exp[−E(u)/kT] ≈ exp[−E(u_m)/kT] √[2πkT/(mω_w²)].

The masses and the factors of kT cancel:

k = (ω_w/2π) exp(−Δ/kT).

The curvature at the top does not enter, because the flux needs only the energy of the dividing point and the thermal velocity there. For the pair with E_p = 0.5 eV and J = 0.1 eV at 300 K, the flux with the integral done numerically is 0.995 times this closed form. The difference comes from the departure of the well from a parabola.

Keeping the leading term in the prefactor and the first-order term in the barrier gives

k_ad = (ω₀/2π) exp[−(E_p/2 − J)/kT],

μ_ad = (ea²/kT)(ω₀/2π) exp[−(E_p/2 − J)/kT].

The prefactor of the mobility is now proportional to T^(−1). The factor T^(−1/2) has gone together with J²: nearly every passage transfers the carrier, and the rate is set by how often the lattice brings the levels together. The transfer energy enters through the barrier alone at this order.

There is also no factor 2 from a return passage. On the lower surface a crossing leads into the other well, where by assumption the lattice relaxes. In the weak case nearly every outward passage leaves the carrier on its original site, and the return passage offers a second chance.

The no-return assumption is a real restriction. A band of spread δ_r carries energy away from the pair in a time of order 1/δ_r, which for the band of part (e) is about 1.6 vibration periods. A sizeable fraction of crossings can then swing back, so for the pair the flux is an upper bound on the rate. Within the flux formula, the accuracy of the expansion in J is decided by the exponent. For the pair, the omitted term J²/(2E_p) must be small compared with kT, which is a stricter demand than J ≪ E_p when kT ≪ E_p. For J = 0.1 eV the pair barrier is 0.160 eV and not 0.150 eV. The difference is 0.4 kT at 300 K.

**(i) A site on a lattice has z neighbours. Find the second-order term in the barrier when no three sites are mutual neighbours.**

Start from the lattice distortions found at J = 0 and let J act on the carrier. In the well, site 1 has the level −2E_p and the other sites have level zero. Each of the z neighbours lowers the energy by J²/(2E_p), so

E_well = −E_p − zJ²/(2E_p).

At the saddle sites 1 and 2 each have the level −E_p, and the elastic energy is E_p/2. The even combination of the two has the carrier energy −E_p − J. Each of the two sites has z − 1 further neighbours. Without triangles these are 2(z − 1) different sites, all at level zero. The even combination couples to each of them with strength −J/√2. The total shift is

−2(z − 1)(J²/2)/(E_p + J) = −(z − 1)J²/E_p + terms of order J³/E_p².

Relaxation of the lattice does not alter the second-order term. The displacements change by relative amounts of order J²/E_p², and near a stationary point this changes the energy by the square of that, times E_p. The barrier is therefore

E_saddle − E_well = E_p/2 − J − (z − 1)J²/E_p + zJ²/(2E_p)

= E_p/2 − J − (z − 2)J²/(2E_p) + higher orders.

For the pair, z = 1, this reproduces the term +J²/(2E_p) of part (g). For a chain, z = 2, the second-order term vanishes. For a simple cubic lattice, z = 6, it is −2J²/E_p, so the barrier is lowered by more than J. The expansion needs zJ, and not merely J, to lie well below E_p, because a carrier spread evenly over the undistorted lattice has the energy −zJ. For the cubic lattice with E_p = 0.5 eV and J = 0.1 eV this is −0.60 eV, below E_well ≈ −0.56 eV. The small polaron is then no longer the lowest state, and the barrier formula does not apply.

Self-consistent lattice calculations at J/E_p = 0.01 give the coefficients of J²/E_p as 0.500 for the pair, 0.010 for the chain and −1.992 for the cubic lattice. The small value for the chain is a third-order remainder. Expanding the denominator E_p + J above gives +J³/E_p² for z = 2, which is 0.01 in units of J²/E_p at this J.

**(j) Evaluate the strong-transfer mobility of a chain with J = 0.1 eV, and compare its temperature dependence with that of the weak-transfer case.**

The other parameters are those of part (e): E_p = 0.5 eV, ω₀ = 0.03 eV and a = 4 Å. At 300 K, κ = 11.5 for J = 0.1 eV and κ = 0.010 for J = 0.003 eV. The two cases lie well on opposite sides of the crossover. At 600 K the values are 8.2 and 0.007.

The first-order barrier is 0.5/2 − 0.1 = 0.150 eV. At 300 K

(E_p/2 − J)/kT = 0.150/0.02585 = 5.80, ω₀/2π = 0.00477 eV.

The rate is 0.00477 × e^(−5.80) = 1.44 × 10⁻⁵ eV. After division by ħ it is 2.19 × 10¹⁰ s⁻¹. Hence

μ_ad = 16 × 2.19 × 10¹⁰/0.02585 = 1.36 × 10¹³ Å²/(V s) = 1.36 × 10⁻³ cm²/(V s).

The self-consistent chain has a barrier of 0.153 eV. The extra 0.003 eV multiplies the rate at 300 K by 0.89 and brings the mobility to 1.21 × 10⁻³ cm²/(V s). The first-order formula is thus good to about ten per cent here as far as the barrier is concerned. This comparison leaves out quantum corrections to the lattice motion, changes of the prefactor with J, and return or onward hops made before the excess energy has left. For a band as narrow as that of part (e) the last may be large, so the strong-transfer mobilities given here are values of the formula and not predictions for that band. The quantum correction is not small at 300 K either. By part (g), E″(0) = E_p − E_p²/J, so the top of the pair barrier has the frequency ω_b = ω₀√(E_p/J − 1) = 0.06 eV, which exceeds 2kT = 0.052 eV. The standard factor for tunnelling through a parabolic top, (ω_b/2kT)/sin(ω_b/2kT), is then about 1.27. It is larger than the barrier correction and acts in the opposite direction.

Between 300 and 600 K the quantity 1/kT falls by half. The two classical formulas, the second of which assumes no return hops at either temperature, predict the following growth of the mobility:

weak transfer: 2^(−3/2) × e^(4.84) ≈ 45, from 5.89 × 10⁻⁷ to 2.62 × 10⁻⁵ cm²/(V s),

strong transfer: 2^(−1) × e^(2.90) ≈ 9.1, from 1.36 × 10⁻³ to 1.23 × 10⁻² cm²/(V s).

The barriers, 0.25 and 0.15 eV, alone would make the weak-transfer growth 6.9 times the strong-transfer growth. The prefactors work the other way and reduce this ratio by a factor √2, to 4.9. Quantum vibrations change the separate figures by a comparable amount: the ratios 1.34 and 1.04 of part (e) lower the weak-transfer growth from 45 to about 35. Over a limited range of temperature, a change of prefactor can be mistaken for a change of barrier. For the adiabatic law −d ln μ/d(1/kT) is E_p/2 − J − kT, while for the nonadiabatic law it is E_p/2 − 3kT/2. A barrier read from measured mobilities therefore depends on which limit is assumed. The value of κ tells whether a single passage is likely to transfer the carrier. The adiabatic formula also needs the excess energy to leave before the carrier can return, and κ does not test that.

The numerical check tests the correlation function, the rate integral against its steepest-descent and high-temperature forms, the linear drift, the passage probabilities, the coincidence barrier, the barrier and flux of the pair, and the second-order barrier coefficients. The crossover J_c and the worked rates and mobilities are evaluated from the formulas. The recurrence estimate, the no-return assumption of part (h) and the adiabatic prefactor on a lattice are not tested.

Computed values

```
Binding energy Ep = 0.500 eV
Vibrational quantum w0 = 0.030 eV
Band half-width = 0.006 eV
Site spacing a = 4.0 angstrom
Weak J = 0.003 eV; strong J = 0.100 eV
Reorganization energy = 1.000 eV
Nonadiabatic barrier Ep/2 = 0.250 eV
Barrier/binding, lattice coupling 0.1 w0^2 = 0.4495
T = 300 K: kT = 0.02585 eV
  crossover J (kappa = 1) = 0.0294 eV
  kappa, weak J = 0.01039
  kappa, strong J = 11.544
  nonadiabatic rate = 9.5146e+06 1/s
  nonadiabatic mobility = 5.8886e+09 angstrom^2/(V s)
    = 5.8886e-07 cm^2/(V s)
  adiabatic rate = 2.1912e+10 1/s
  adiabatic mobility = 1.3562e+13 angstrom^2/(V s)
    = 1.3562e-03 cm^2/(V s)
T = 600 K: kT = 0.05170 eV
  crossover J (kappa = 1) = 0.0350 eV
  kappa, weak J = 0.00735
  kappa, strong J = 8.163
  nonadiabatic rate = 8.4680e+08 1/s
  nonadiabatic mobility = 2.6205e+11 angstrom^2/(V s)
    = 2.6205e-05 cm^2/(V s)
  adiabatic rate = 3.9869e+11 1/s
  adiabatic mobility = 1.2337e+14 angstrom^2/(V s)
    = 1.2337e-02 cm^2/(V s)
Quantum/classical rate at 300 K = 1.3432
Quantum/classical rate at 600 K = 1.0430
Quantum/classical rate at 1000 K = 1.0106
Quantum/steepest-descent rate at 300 K = 1.00240
Activation energy from integral, 900-1100 K = 0.2476 eV
Mobility prefactor power, 1000-2000 K = -1.5125
Biased drift / linear formula at 300 K = 1.000051
Weak passage (J^2/speed = 0.0016): P = 0.01021
  first-order P = 0.01005
Strong passage (J^2/speed = 1): P = 0.9944
Adiabatic barrier Ep/2 - J = 0.1500 eV
Two-site barrier, strong J = 0.1600 eV
Two-site flux/closed-form rate, 300 K = 0.99480
Chain barrier, strong J = 0.15302 eV
Chain Boltzmann correction at 300 K = 0.8897
Second-order coefficient (J^2/Ep), pair = 0.5000
Second-order coefficient (J^2/Ep), chain = 0.0098
Second-order coefficient (J^2/Ep), cubic = -1.9923
```
